# Ritz values of a similarity-transformed Hamiltonian need not be upper bounds: verification in Python

```python
# Result under test: for A = exp(-T) H exp(T) (H real symmetric, lowest eigenvalue E0) the Ritz
# values eig(V^+ A V), V orthonormal, fill the field of values W(A) = {x^+ A x, |x|=1}, can lie
# below E0 and can be complex pairs, although A has the real spectrum of H.
# S=(A+A^T)/2, K=(A-A^T)/2; r0,l0 right/left ground vectors; g=(A^T-E0) r0; M=X^T X, X=exp(T).
# Examples: H2 (two-state space) and linear H4 (CCSD cluster operator), RHF/STO-3G, hartree.
import numpy as np
from functools import reduce
from scipy.linalg import expm, eigh
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, cc, fci
scf.hf.MUTE_CHKFILE = True
EV = pc['Hartree energy in eV'][0]
A0_PM = pc['Bohr radius'][0] * 1e12
rng = np.random.default_rng(1)
angles = np.linspace(0, 2*np.pi, 360, endpoint=False)

def chain(n, r_pm, dm0=None):
    at = [('H', (0, 0, (i-(n-1)/2)*r_pm/A0_PM)) for i in range(n)]
    mol = gto.M(atom=at, basis='sto-3g', unit='Bohr', symmetry=True, verbose=0)
    mf = scf.RHF(mol); mf.conv_tol = 1e-12; mf.max_cycle = 200
    mf.kernel(dm0=dm0); assert mf.converged
    return mol, mf
def integrals(mol, mf, C):
    return C.T @ mf.get_hcore() @ C, np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), C, C, C, C, optimize=True)
def support(A):
    return np.array([np.linalg.eigvalsh((np.exp(-1j*p)*A + np.exp(1j*p)*A.conj().T)/2)[-1] for p in angles])
def rq(A, x):
    return (x.conj() @ A @ x)/(x.conj() @ x)
def row(v):
    return ' '.join('%.2f' % a for a in v)

# ---------- H2: the field of values is an ellipse ----------
mol, mf = chain(2, 74.0)
h, eri = integrals(mol, mf, np.array(mf.mo_coeff)); en = mol.energy_nuc()
Ehf, Ed, Kx = 2*h[0,0]+eri[0,0,0,0]+en, 2*h[1,1]+eri[1,1,1,1]+en, eri[0,1,0,1]
dl = Ed-Ehf; t = (dl-np.sqrt(dl**2+4*Kx**2))/(2*Kx)
T2 = np.array([[0, 0], [t, 0]])
A2 = expm(-T2) @ np.array([[Ehf, Kx], [Kx, Ed]]) @ expm(T2)
e0, e1 = Ehf+t*Kx, Ed-t*Kx; D = e1-e0
assert np.allclose(A2, [[e0, Kx], [0, e1]], atol=1e-12)
assert abs(e0-fci.direct_spin1.kernel(h, eri, 2, (1, 1), ecore=en)[0]) < 1e-9
sa, sb = np.hypot(D, Kx)/2, abs(Kx)/2
assert np.allclose(support(A2), (e0+e1)/2*np.cos(angles)+np.hypot(sa*np.cos(angles), sb*np.sin(angles)), atol=1e-11)
opt = minimize_scalar(lambda a: rq(A2, np.array([np.cos(a), np.sin(a)])), bounds=(-1, 1), method='bounded', options={'xatol': 1e-10})
alpha = 0.5*np.arctan(-Kx/D); under = sa-D/2
assert abs(e0-opt.fun-under) < 1e-10 and abs(opt.x-alpha) < 1e-5
print('H2 R = 74.0 pm: E_HF = %.6f Eh, E_D = %.6f Eh, Kx = %.6f Eh' % (Ehf, Ed, Kx))
print('H2 delta = %.6f Eh, t = %.6f' % (dl, t))
print('H2 E0 = %.6f Eh, E1 = %.6f Eh, Delta = %.6f Eh' % (e0, e1, D))
print('H2 ellipse semi-axes = %.6f Eh, %.6f Eh' % (sa, sb))
print('H2 best real angle = %.5f rad, lowest Ritz value = %.6f Eh' % (alpha, opt.fun))
print('H2 undershoot = %.3f mEh = %.4f eV' % (1e3*under, under*EV))

# ---------- H4: operators in the sector with 2 alpha and 2 beta electrons ----------
low, Z, I2 = np.array([[0., 1], [0, 0]]), np.diag([1., -1]), np.eye(2)
ann = [reduce(np.kron, [Z]*p+[low]+[I2]*(7-p)) for p in range(8)]   # 0-3 alpha, 4-7 beta
occ = np.array([(a*a).sum(0) for a in ann])
sec = np.where((occ[:4].sum(0) == 2) & (occ[4:].sum(0) == 2))[0]; ix = np.ix_(sec, sec)
ex = [[[(ann[4*s+p].T @ ann[4*s+q])[ix] for q in range(4)] for p in range(4)] for s in range(2)]
Epq = np.array(ex[0])+np.array(ex[1])
Sp = sum(ann[p].T @ ann[4+p] for p in range(4)); S2 = (Sp.T @ Sp)[ix]
occ = occ[:, sec]; N = len(sec)
phi = (occ[0]*occ[1]*occ[4]*occ[5]).astype(float); assert N == 36 and phi.sum() == 1
pairs = [(a, i) for a in (2, 3) for i in (0, 1)]
tau = [ex[s][a][i] for s in range(2) for a, i in pairs]
tau += [ex[s][2][0] @ ex[s][3][1] for s in range(2)]
tau += [ex[0][a][i] @ ex[1][b][j] for a, i in pairs for b, j in pairs]
tau = np.array(tau); Bsd = (tau @ phi).T
assert np.allclose(Bsd.T @ Bsd, np.eye(26))
def hbar(H, amp):
    T = np.tensordot(amp, tau, 1)
    return expm(-T) @ H @ expm(T)

amp, Cold, dm = np.zeros(26), None, None
for R in np.arange(100.0, 261.0, 5.0):
    mol, mf = chain(4, R, dm); dm = np.array(mf.make_rdm1()); C = np.array(mf.mo_coeff)
    if Cold is not None:
        C = C*np.sign((C*Cold).sum(0))
    Cold = C
    h, eri = integrals(mol, mf, C); en = mol.energy_nuc()
    G = np.tensordot(eri, Epq, 2)
    H = en*np.eye(N)+np.tensordot(h-0.5*np.einsum('pqqs->ps', eri), Epq, 2)+0.5*np.einsum('pqab,pqbc->ac', Epq, G)
    for it in range(60):
        Hb = hbar(H, amp); res = Bsd.T @ Hb @ phi
        if np.linalg.norm(res) < 1e-11:
            break
        amp = amp-np.linalg.solve(Bsd.T @ (Hb @ Bsd-(tau @ (Hb @ phi)).T), res)
    assert np.linalg.norm(res) < 1e-11
    Ecc = phi @ Hb @ phi
    Efci = fci.direct_spin1.kernel(h, eri, 4, (2, 2), ecore=en)[0]
    if R == 100.0:
        ref = cc.CCSD(mf); ref.incore_complete = True; ref.conv_tol = 1e-10; ref.conv_tol_normt = 1e-8
        ref.kernel(); assert ref.converged and abs(ref.e_tot-Ecc) < 1e-7
    if R % 25 == 0:
        print('H4 R = %.0f pm: E_CCSD - E_FCI = %.3f mEh' % (R, 1e3*(Ecc-Efci)))
    if R >= 200 and Ecc < Efci-1e-3:
        break
assert Ecc < Efci-1e-3 and abs(phi @ H @ phi-mf.e_tot) < 1e-9
# compression to singles and doubles equals E_CC plus the finite-difference amplitude Jacobian
fd = 1e-5
Jfd = np.array([Bsd.T @ (hbar(H, amp+fd*u)-hbar(H, amp-fd*u)) @ phi/(2*fd) for u in np.eye(26)]).T
assert np.abs(Jfd-(Bsd.T @ Hb @ Bsd-Ecc*np.eye(26))).max() < 1e-7
# singlet gerade block
par = np.sign(C[0]*C[3]); P = np.prod(par[:, None]**(occ[:4]+occ[4:]), axis=0)
w, U = np.linalg.eigh(S2+np.diag(1-P)); Q = U[:, w < 1e-8]; n = Q.shape[1]
assert n == 12 and np.abs(Hb @ Q-Q @ (Q.T @ Hb @ Q)).max() < 1e-8
Tm = Q.T @ np.tensordot(amp, tau, 1) @ Q
A, Hq, X, f = Q.T @ Hb @ Q, Q.T @ H @ Q, expm(Tm), Q.T @ phi
E, Psi = np.linalg.eigh(Hq); E0 = E[0]; ev = np.linalg.eigvals(A)
assert abs(E0-Efci) < 1e-8 and np.abs(ev.imag).max() < 1e-8 and np.allclose(np.sort(ev.real), E, atol=1e-8)
hs = support(A)
def inW(z):
    return all(np.all((np.exp(-1j*angles)*a).real <= hs+1e-10) for a in np.atleast_1d(z))
S, K = (A+A.T)/2, (A-A.T)/2; s, Es = np.linalg.eigh(S); nK = np.linalg.norm(K, 2)
assert abs(rq(A, np.linalg.eigh(K/1j)[1][:, -1]).imag-nK) < 1e-10 and s[0] < E0-1e-3
Au = expm(-(Tm-Tm.T)) @ Hq @ expm(Tm-Tm.T); M = X.T @ X
assert abs(np.linalg.eigvalsh((Au+Au.T)/2)[0]-E0) < 1e-9 and np.abs(M @ A-(M @ A).T).max() < 1e-9
sig = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]])]
for trial in range(200):
    k = rng.integers(1, n)
    V = np.linalg.qr(rng.normal(size=(n, k))+1j*rng.normal(size=(n, k)))[0]
    assert inW(np.linalg.eigvals(V.conj().T @ A @ V))
    assert np.all(np.linalg.eigvalsh(V.conj().T @ Hq @ V) >= E[:k]-1e-10)
    assert np.all(np.sort(np.linalg.eigvals(V.conj().T @ Au @ V).real) >= E[:k]-1e-9)
    assert np.all(eigh(V.conj().T @ M @ A @ V, V.conj().T @ M @ V)[0] >= E[:k]-1e-8)
    # any point between two attained values is attained by an explicitly built vector
    x = rng.normal(size=(n, 2))+1j*rng.normal(size=(n, 2)); x /= np.linalg.norm(x, axis=0)
    lam = rng.uniform(); target = lam*rq(A, x[:, 0])+(1-lam)*rq(A, x[:, 1])
    V = np.linalg.qr(x)[0]; B = V.conj().T @ A @ V; c = V.conj().T @ x
    av = np.array([np.trace(sg @ B)/2 for sg in sig])
    nb = sum(wt*np.array([rq(sg, c[:, j]).real for sg in sig]) for j, wt in enumerate((lam, 1-lam)))
    u = np.cross(av.real, av.imag); u /= np.linalg.norm(u)
    nb = nb+(-nb @ u+np.sqrt((nb @ u)**2+1-nb @ nb))*u
    th, ph = np.arccos(np.clip(nb[2], -1, 1)), np.arctan2(nb[1], nb[0])
    assert abs(rq(A, V @ np.array([np.cos(th/2), np.exp(1j*ph)*np.sin(th/2)]))-target) < 1e-7
# first-order one-sided error, second-order two-sided error of either sign
r0 = np.linalg.solve(X, Psi[:, 0]); r0 /= np.linalg.norm(r0)
l0 = X.T @ Psi[:, 0]; l0 /= np.linalg.norm(l0)
assert np.allclose(A @ r0, E0*r0, atol=1e-9) and np.allclose(A.T @ l0, E0*l0, atol=1e-9)
g = A.T @ r0-E0*r0; gn = np.linalg.norm(g); y = -g/gn
slope = (rq(A, r0+1e-4*y)-rq(A, r0-1e-4*y))/2e-4
assert abs(slope+gn) < 1e-6 and gn > 1e-3 and abs(g @ r0) < 1e-9
z = A @ y-E0*y; coef = np.linalg.norm(z)/(l0 @ r0); z /= np.linalg.norm(z)
def two(e, sgn):
    return (l0+sgn*e*z) @ A @ (r0+e*y)/((l0+sgn*e*z) @ (r0+e*y))-E0
for sgn in (1, -1):
    assert abs(two(1e-3, sgn)/1e-6/(sgn*coef)-1) < 1e-2
eps = 0.02
# complex pair on a real plane where S is isotropic
sn = np.sqrt((s[1]-s[0])/(s[2]-s[0])); cs = np.sqrt(1-sn**2)
ws = [cs*Es[:, 0]+q*sn*Es[:, 2] for q in (1, -1)]
wv = max(ws, key=lambda v: abs(Es[:, 1] @ K @ v)); kap = abs(Es[:, 1] @ K @ wv)
Vc = np.column_stack([Es[:, 1], wv]); pair = np.linalg.eigvals(Vc.T @ A @ Vc)
assert kap > 1e-4 and np.allclose(pair.real, s[1], atol=1e-9) and np.allclose(np.sort(pair.imag), [-kap, kap], atol=1e-9) and inW(pair)
count = [0, 0]
for trial in range(2000):
    V = np.linalg.qr(Vc+10**rng.uniform(-5, 0)*rng.normal(size=(n, 2)))[0]
    sg2 = np.linalg.eigvalsh(V.T @ S @ V); margin = 2*abs(V[:, 0] @ K @ V[:, 1])-(sg2[1]-sg2[0])
    if abs(margin) > 1e-8:
        cplx = np.abs(np.linalg.eigvals(V.T @ A @ V).imag).max() > 1e-9
        assert cplx == (margin > 0); count[int(cplx)] += 1
assert min(count) > 20
# CCSD/EOM-CCSD values as Ritz values; CISD and metric Ritz values as bounds
w, U = np.linalg.eigh(Q.T @ (np.outer(phi, phi)+Bsd @ Bsd.T) @ Q); Vs = U[:, w > 0.5]; m = Vs.shape[1]
eom = np.linalg.eigvals(Vs.T @ A @ Vs); eom = eom[np.argsort(eom.real)]
cisd = np.linalg.eigvalsh(Vs.T @ Hq @ Vs); Evar = (f @ M @ A @ f)/(f @ M @ f)
assert inW(eom) and np.abs(eom-Ecc).min() < 1e-9 and np.all(cisd >= E[:m]-1e-10)
assert Evar > E0 and abs(Evar-rq(Hq, X @ f)) < 1e-10
def krylov(Op, kmax):
    V = f[:, None].copy(); out = []
    for k in range(kmax):
        out.append(np.linalg.eigvals(V.T @ Op @ V))
        v = Op @ V[:, -1]
        for rep in range(2):
            v = v-V @ (V.T @ v)
        V = np.column_stack([V, v/np.linalg.norm(v)])
    return out
arn, lan = krylov(A, 8), krylov(Hq, 8)
lo_a = np.array([a.real.min() for a in arn])-E0; lo_l = np.array([a.real.min() for a in lan])-E0
assert np.all(lo_l > -1e-10) and np.all(np.diff(lo_l) < 1e-10)
assert lo_a[0] < -1e-3 and all(inW(a) for a in arn)

print('H4 example R = %.0f pm, block dimension %d, ref+S+D dimension %d' % (R, n, m))
print('E_RHF = %.6f Eh, E_FCI = %.6f Eh, E_CCSD = %.6f Eh' % (mf.e_tot, E0, Ecc))
print('E_CCSD - E_FCI = %.3f mEh = %.4f eV' % (1e3*(Ecc-E0), (Ecc-E0)*EV))
print('E_CISD - E_FCI = %.3f mEh, metric value on Phi0 - E_FCI = %.3f mEh' % (1e3*(cisd[0]-E0), 1e3*(Evar-E0)))
print('lambda_min(S) - E0 = %.3f mEh = %.4f eV' % (1e3*(s[0]-E0), (s[0]-E0)*EV))
print('lambda_max(S) - E_max = %.3f mEh, max Im W = %.3f mEh' % (1e3*(s[-1]-E[-1]), 1e3*nK))
print('l0.r0 = %.5f, |g| = %.5f Eh, two-sided coefficient = %.5f Eh' % (l0 @ r0, gn, coef))
print('eps = %.2f: one-sided errors %.3f, %.3f mEh' % (eps, 1e3*(rq(A, r0+eps*y)-E0), 1e3*(rq(A, r0-eps*y)-E0)))
print('eps = %.2f: two-sided errors %.3f, %.3f mEh' % (eps, 1e3*two(eps, 1), 1e3*two(eps, -1)))
print('s1,s2,s3 - E0 (mEh): ' + row(1e3*(s[:3]-E0)))
print('sin(phi) = %.5f, cos(phi) = %.5f' % (sn, cs))
print('|K21| = %.3f mEh, |K23| = %.3f mEh' % (1e3*abs(Es[:, 1] @ K @ Es[:, 0]), 1e3*abs(Es[:, 1] @ K @ Es[:, 2])))
print('complex pair - E0 = %.3f +- %.3f i mEh (Im = %.4f eV)' % (1e3*(pair[0].real-E0), 1e3*kap, kap*EV))
print('random planes: %d real, %d complex' % tuple(count))
print('FCI roots 1-4 - E0 (mEh): ' + row(1e3*(E[:4]-E0)))
print('EOM-CCSD Re roots 1-4 - E0 (mEh): ' + row(1e3*(eom[:4].real-E0)))
print('EOM-CCSD largest |Im| in block = %.3f mEh' % (1e3*np.abs(eom.imag).max()))
print('Arnoldi on A, k=1..8, lowest Re - E0 (mEh): ' + row(1e3*lo_a))
print('Arnoldi on A, k=1..8, largest |Im| (mEh): ' + row([1e3*np.abs(a.imag).max() for a in arn]))
print('Lanczos on H, k=1..8, lowest - E0 (mEh): ' + row(1e3*lo_l))
print('1 Eh = %.6f eV' % EV)
print('checks complete')
```

Running it gives:

```
H2 R = 74.0 pm: E_HF = -1.116759 Eh, E_D = 0.462618 Eh, Kx = 0.181210 Eh
H2 delta = 1.579377 Eh, t = -0.113263
H2 E0 = -1.137284 Eh, E1 = 0.483143 Eh, Delta = 1.620427 Eh
H2 ellipse semi-axes = 0.815264 Eh, 0.090605 Eh
H2 best real angle = -0.05568 rad, lowest Ritz value = -1.142334 Eh
H2 undershoot = 5.050 mEh = 0.1374 eV
H4 R = 100 pm: E_CCSD - E_FCI = 0.008 mEh
H4 R = 125 pm: E_CCSD - E_FCI = -0.127 mEh
H4 R = 150 pm: E_CCSD - E_FCI = -1.474 mEh
H4 R = 175 pm: E_CCSD - E_FCI = -7.184 mEh
H4 R = 200 pm: E_CCSD - E_FCI = -18.305 mEh
H4 example R = 200 pm, block dimension 12, ref+S+D dimension 9
E_RHF = -1.575616 Eh, E_FCI = -1.897781 Eh, E_CCSD = -1.916086 Eh
E_CCSD - E_FCI = -18.305 mEh = -0.4981 eV
E_CISD - E_FCI = 43.144 mEh, metric value on Phi0 - E_FCI = 9.959 mEh
lambda_min(S) - E0 = -74.121 mEh = -2.0169 eV
lambda_max(S) - E_max = 6.703 mEh, max Im W = 370.334 mEh
l0.r0 = 0.78588, |g| = 0.42587 Eh, two-sided coefficient = 0.98757 Eh
eps = 0.02: one-sided errors -8.277, 8.751 mEh
eps = 0.02: two-sided errors 0.395, -0.384 mEh
s1,s2,s3 - E0 (mEh): -74.12 1.50 483.51
sin(phi) = 0.36826, cos(phi) = 0.92972
|K21| = 17.203 mEh, |K23| = 15.626 mEh
complex pair - E0 = 1.501 +- 21.749 i mEh (Im = 0.5918 eV)
random planes: 445 real, 1555 complex
FCI roots 1-4 - E0 (mEh): 0.00 41.20 528.91 543.61
EOM-CCSD Re roots 1-4 - E0 (mEh): -18.31 113.09 475.37 519.28
EOM-CCSD largest |Im| in block = 0.000 mEh
Arnoldi on A, k=1..8, lowest Re - E0 (mEh): -18.31 -18.31 -3.19 -0.60 1.42 0.85 -0.07 -0.02
Arnoldi on A, k=1..8, largest |Im| (mEh): 0.00 0.00 0.00 0.00 0.00 0.00 0.00 0.00
Lanczos on H, k=1..8, lowest - E0 (mEh): 322.16 77.33 2.41 1.08 0.86 0.61 0.12 0.00
1 Eh = 27.211386 eV
checks complete
```
